# Fowler–Nordheim Emission through Triangular and Image-Rounded Barriers: a program that tests the result

```python
# Result under test: zero-temperature field emission from a free-electron metal,
#   J = A F^2/(phi t^2) exp(-v b phi^1.5/F),   b = 4 sqrt(2m)/(3 e hbar),
# with v and t given by complete elliptic integrals for the image-rounded barrier.
# phi: work function (eV); F: field (V/nm); h: barrier height without image (eV)
# f = e^3 F/(4 pi eps0 h^2): scaled field; G: WKB exponent, D = exp(-G)
# d: decay energy, 1/d = dG/dh; IMG = e^2/(16 pi eps0) in eV nm
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import ellipk, ellipe

e, me, hbar = sc.e, sc.m_e, sc.hbar
K2 = 2 * me * e / hbar**2 * 1e-18              # 2m/hbar^2 in 1/(eV nm^2)
IMG = e / (16 * np.pi * sc.epsilon_0) * 1e9    # eV nm
B = 4 * np.sqrt(2 * me * e) / (3 * hbar) * 1e-9  # eV^-1.5 V/nm
A = e**2 / (16 * np.pi**2 * hbar)              # A eV V^-2


def scaled_field(h, F):
    return 4 * IMG * F / h**2


def v_closed(f):
    r = np.sqrt(1 - f)
    m = 2 * r / (1 + r)
    return np.sqrt((1 + r) / 2) * (ellipe(m) - (1 - r) * ellipk(m))


def t_closed(f):
    r = np.sqrt(1 - f)
    return np.sqrt((1 + r) / 2) * ellipe(2 * r / (1 + r))


def dv_closed(f):
    r = np.sqrt(1 - f)
    return -0.375 * ellipk(2 * r / (1 + r)) / np.sqrt((1 + r) / 2)


def current_formula(phi, F, image=True):
    f = scaled_field(phi, F)
    v, t = (v_closed(f), t_closed(f)) if image else (1.0, 1.0)
    return A * (F * 1e9)**2 / (phi * t**2) * np.exp(-v * B * phi**1.5 / F)


nodes, weights = np.polynomial.legendre.leggauss(60)
theta, w_theta = np.pi * (nodes + 1) / 2, np.pi * weights / 2


def wkb_exponent(h, F, img):
    """Quadrature of 2 sqrt(2m)/hbar * integral sqrt(M) dx, M the barrier."""
    h = np.asarray(h, float)[..., None]
    root = np.sqrt(h * h - 4 * F * img)
    x = (h - root * np.cos(theta)) / (2 * F)
    M = np.maximum(h - F * x - img / x, 0)
    integrand = np.sqrt(M) * root / (2 * F) * np.sin(theta)
    return 2 * np.sqrt(K2) * np.sum(w_theta * integrand, axis=-1)


gl, wl = np.polynomial.legendre.leggauss(160)
gl, wl = (gl + 1) / 2, wl / 2


def current_fermi_sphere(phi, depth, F):
    """Sum of e * v_x * D over all occupied states moving to the surface."""
    k_fermi = np.sqrt(2 * me * e * depth) / hbar
    k, c = k_fermi * gl[:, None], gl[None, :]
    normal_energy = (hbar * k * c)**2 / (2 * me * e)
    D = np.exp(-wkb_exponent(phi + depth - normal_energy, F, IMG))
    flux = hbar * k * c / me * D * 2 * np.pi * k**2
    total = np.sum(k_fermi * wl[:, None] * wl[None, :] * flux)
    return 2 * e / (2 * np.pi)**3 * total


def schrodinger_transmission(phi, depth, F, img):
    """Transmission at the Fermi level, outgoing wave integrated inward."""
    bottom = phi + depth
    x_metal = 0.0
    if img > 0:
        x_metal = (bottom - np.sqrt(bottom**2 - 4 * F * img)) / (2 * F)

    def k_squared(x):
        return K2 * (-phi + F * x + (img / x if img > 0 else 0.0))

    x_far = (phi + 10) / F
    k = np.sqrt(k_squared(x_far))
    step = 1e-4
    slope = (k_squared(x_far + step) - k_squared(x_far - step)) / (2 * step)
    dk = slope / (2 * k)
    psi = 1 / np.sqrt(k) + 0j
    start = [psi, (1j * k - dk / (2 * k)) * psi]
    sol = solve_ivp(lambda x, y: [y[1], -k_squared(x) * y[0]],
                    (x_far, x_metal), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    k_in = np.sqrt(K2 * depth)
    incident = (sol.y[0, -1] + sol.y[1, -1] / (1j * k_in)) / 2
    return 1 / (k_in * abs(incident)**2)


phi, depth, F0 = 4.5, 10.0, 5.0
fields = [1.0, 3.0, 5.0]

# Triangular exponent from quadrature of the definition
for h, F in [(2.0, 1.0), (4.5, 5.0), (6.0, 3.0)]:
    direct = 2 * np.sqrt(K2) * quad(lambda x: np.sqrt(max(h - F * x, 0)),
                                    0, h / F)[0]
    assert abs(direct / (B * h**1.5 / F) - 1) < 1e-6

# Elliptic forms against the physical barrier integral and its derivatives
for f in [0.05, 0.2, 0.5, 0.8, 0.95]:
    F = f * phi**2 / (4 * IMG)
    G = wkb_exponent(phi, F, IMG)
    assert abs(G * F / (B * phi**1.5) - v_closed(f)) < 1e-6
    dh = 1e-4
    dG = (wkb_exponent(phi + dh, F, IMG)
          - wkb_exponent(phi - dh, F, IMG)) / (2 * dh)
    assert abs(dG * F / (1.5 * B * np.sqrt(phi)) - t_closed(f)) < 1e-5
    df = 1e-5
    numerical = (v_closed(f + df) - v_closed(f - df)) / (2 * df)
    assert abs(numerical - dv_closed(f)) < 1e-6
small = 1e-4
series = (1 - small * (9 * np.log(2) / 8 + 3 / 16)
          + 3 / 16 * small * np.log(small))
assert abs(v_closed(small) - series) < 1e-6
assert abs(v_closed(1.0)) < 1e-12

# Simple approximation to v over the whole range
grid = np.linspace(1e-4, 1, 4000)
simple_error = np.max(np.abs(1 - grid + grid * np.log(grid) / 6
                             - v_closed(grid)))
assert simple_error < 0.004

# Height of the rounded barrier from a search for its maximum
f0 = scaled_field(phi, F0)
x_grid = np.linspace(0.02, 1.5, 200001)
top = np.max(phi - F0 * x_grid - IMG / x_grid)
assert abs(top - phi * (1 - np.sqrt(f0))) < 1e-6

# Current law against the sum over the Fermi sphere
rows = []
for F in fields:
    f = scaled_field(phi, F)
    d = F / (1.5 * B * np.sqrt(phi) * t_closed(f))
    J = current_formula(phi, F)
    ratio = current_fermi_sphere(phi, depth, F) / J
    estimate = 1.5 * d / phi
    assert 0.5 < (1 - ratio) / estimate < 1.2
    rows.append((F, f, v_closed(f), t_closed(f), d, J, ratio, estimate))
assert rows[0][6] > rows[1][6] > rows[2][6]

# Slope of ln(J/F^2) against 1/F, from the Fermi-sphere current
F_lo, F_hi = 4.9, 5.1
J_lo, J_hi = [current_fermi_sphere(phi, depth, F) for F in (F_lo, F_hi)]
slope = (np.log(J_hi / F_hi**2) - np.log(J_lo / F_lo**2)) / (1/F_hi - 1/F_lo)
s0 = v_closed(f0) - f0 * dv_closed(f0)
assert abs(slope / (-s0 * B * phi**1.5) - 1) < 0.03

# Wave-mechanical transmission: triangular barrier, then rounded barrier
P_theory = 4 * np.sqrt(depth * phi) / (depth + phi)
P_tri = (schrodinger_transmission(phi, depth, 1.0, 0.0)
         * np.exp(B * phi**1.5 / 1.0))
assert abs(P_tri / P_theory - 1) < 0.02
P_image = []
for F in fields:
    G = v_closed(scaled_field(phi, F)) * B * phi**1.5 / F
    P_image.append(schrodinger_transmission(phi, depth, F, IMG) * np.exp(G))
    assert 0.3 < P_image[-1] < 3

G_tri = B * phi**1.5 / F0
G_img = v_closed(f0) * G_tri
r0 = np.sqrt(1 - f0)
m0 = 2 * r0 / (1 + r0)
J_tri, J_img = current_formula(phi, F0, False), current_formula(phi, F0)
print(f"b = {B:.4f} eV^-1.5 V/nm")
print(f"A = {A:.4e} A eV V^-2")
print(f"image constant e^2/(16 pi eps0) = {IMG:.5f} eV nm")
print("v and t against f (dimensionless):")
for f in [0.1, 0.2, 0.4, 0.6, 0.8, 1.0]:
    print(f"  f = {f:.1f}  v = {v_closed(f):.4f}  t = {t_closed(f):.4f}")
print(f"largest error of 1-f+(f/6)ln f = {simple_error:.4f}")
print(f"Example: phi = {phi} eV, sea depth = {depth} eV, F = {F0} V/nm")
print(f"f = {f0:.4f}, y = {np.sqrt(f0):.4f}, r = {r0:.4f}")
print(f"elliptic parameter = {m0:.4f}")
print(f"K = {ellipk(m0):.4f}, E = {ellipe(m0):.4f}")
print(f"v = {v_closed(f0):.4f}, t = {t_closed(f0):.4f}")
print(f"rounded barrier height = {top:.3f} eV")
print(f"field where barrier vanishes = {phi**2 / (4 * IMG):.2f} V/nm")
print(f"triangular exponent = {G_tri:.3f}, rounded exponent = {G_img:.3f}")
print(f"J triangular = {J_tri:.3e} A/m^2")
print(f"J rounded = {J_img:.3e} A/m^2 = {J_img * 1e-4:.3e} A/cm^2")
print(f"J rounded / J triangular = {J_img / J_tri:.1f}")
print("Field table (ratio = Fermi-sphere current / formula):")
for F, f, v, t, d, J, ratio, estimate in rows:
    print(f"  F = {F:.0f} V/nm: f = {f:.4f}, v = {v:.4f}, t = {t:.4f}")
    print(f"    d = {d:.4f} eV, J = {J:.3e} A/m^2")
    print(f"    ratio = {ratio:.4f}, 3d/(2 phi) = {estimate:.4f}")
print(f"slope factor s = {s0:.4f}")
print(f"-s b phi^1.5 = {-s0 * B * phi**1.5:.2f} V/nm")
print(f"slope from Fermi-sphere current = {slope:.2f} V/nm")
print(f"triangular slope -b phi^1.5 = {-B * phi**1.5:.2f} V/nm")
print(f"triangular prefactor, matching formula = {P_theory:.4f}")
print(f"triangular prefactor, Schrodinger at 1 V/nm = {P_tri:.4f}")
for F, P in zip(fields, P_image):
    print(f"rounded-barrier prefactor at {F:.0f} V/nm = {P:.4f}")
print("OK")
```

Running it gives:

```
b = 6.8309 eV^-1.5 V/nm
A = 1.5414e-06 A eV V^-2
image constant e^2/(16 pi eps0) = 0.35999 eV nm
v and t against f (dimensionless):
  f = 0.1  v = 0.8594  t = 1.0225
  f = 0.2  v = 0.7440  t = 1.0375
  f = 0.4  v = 0.5372  t = 1.0608
  f = 0.6  v = 0.3480  t = 1.0798
  f = 0.8  v = 0.1700  t = 1.0961
  f = 1.0  v = 0.0000  t = 1.1107
largest error of 1-f+(f/6)ln f = 0.0024
Example: phi = 4.5 eV, sea depth = 10.0 eV, F = 5.0 V/nm
f = 0.3555, y = 0.5963, r = 0.8028
elliptic parameter = 0.8906
K = 2.5359, E = 1.1124
v = 0.5813, t = 1.0561
rounded barrier height = 1.817 eV
field where barrier vanishes = 14.06 V/nm
triangular exponent = 13.041, rounded exponent = 7.581
J triangular = 1.857e+07 A/m^2
J rounded = 3.918e+09 A/m^2 = 3.918e+05 A/cm^2
J rounded / J triangular = 211.0
Field table (ratio = Fermi-sphere current / formula):
  F = 1 V/nm: f = 0.0711, v = 0.8956, t = 1.0174
    d = 0.0452 eV, J = 1.435e-14 A/m^2
    ratio = 0.9861, 3d/(2 phi) = 0.0151
  F = 3 V/nm: f = 0.2133, v = 0.7294, t = 1.0392
    d = 0.1328 eV, J = 3.717e+05 A/m^2
    ratio = 0.9634, 3d/(2 phi) = 0.0443
  F = 5 V/nm: f = 0.3555, v = 0.5813, t = 1.0561
    d = 0.2178 eV, J = 3.918e+09 A/m^2
    ratio = 0.9447, 3d/(2 phi) = 0.0726
slope factor s = 0.9374
-s b phi^1.5 = -61.13 V/nm
slope from Fermi-sphere current = -60.53 V/nm
triangular slope -b phi^1.5 = -65.21 V/nm
triangular prefactor, matching formula = 1.8505
triangular prefactor, Schrodinger at 1 V/nm = 1.8485
rounded-barrier prefactor at 1 V/nm = 0.9121
rounded-barrier prefactor at 3 V/nm = 0.8801
rounded-barrier prefactor at 5 V/nm = 0.8432
OK
```
